# Indirect exchange tensor between two spins on a Dirac surface state

## The question

The electrons of a Dirac surface state obey

$$H=v(\mathbf k\times\boldsymbol\sigma)_z=v(k_x\sigma_y-k_y\sigma_x),\qquad v>0 .$$

Two classical unit spins $\mathbf S_1,\mathbf S_2$ on the surface act on them through $V_i=\lambda\,\mathbf S_i\cdot\boldsymbol\sigma\,\delta(\mathbf r-\mathbf R_i)$. Atomic units are used in the algebra, so $\hbar=1$. The temperature is zero, and the chemical potential $\mu$ is measured from the node. Let $\mathbf R=\mathbf R_1-\mathbf R_2$, which points from spin 2 to spin 1, and

$$\mathbf t=\hat{\mathbf z}\times\hat{\mathbf R},\qquad \zeta=\frac{\mu R}{v},\qquad E_0=\frac{\lambda^2}{32\pi vR^3}.$$

Thus $|\zeta|=k_FR$. Take $R$ much larger than the lattice spacing and work to second order in $\lambda$.

## (a) The form of the coupling

**Find the propagator and reduce the interaction energy to three scalar integrals.**

*Energy.* With $G=(\epsilon+i0-H)^{-1}$, the two spins change the density of states by $\Delta\rho=-\frac1\pi\,\mathrm{Im}\,\partial_\epsilon\mathrm{Tr}\ln(1-GV)$, where $V=V_1+V_2$. The grand potential changes by $\int^\mu(\epsilon-\mu)\Delta\rho\,d\epsilon$. Integration by parts gives $\frac1\pi\mathrm{Im}\int^\mu\mathrm{Tr}\ln(1-GV)\,d\epsilon$. The second-order term of the logarithm is $-\frac12GVGV$, and its two cross terms are equal, so

$$E=-\frac{\lambda^2}{\pi}\,\mathrm{Im}\int_{-\infty}^{\mu}d\epsilon\;\mathrm{Tr}\big[\mathbf S_1\!\cdot\!\boldsymbol\sigma\,G(\mathbf R)\,\mathbf S_2\!\cdot\!\boldsymbol\sigma\,G(-\mathbf R)\big].$$

The lower end is understood with a smooth cutoff, removed at the end.

*Propagator.* Since $H^2=v^2k^2$, we have $(z-H)^{-1}=(z+H)/(z^2-v^2k^2)$. Replacing $\mathbf k$ by $-i\nabla$ gives

$$G(\mathbf R,z)=[z-iv(\nabla\times\boldsymbol\sigma)_z]\,g(R),\qquad (z^2+v^2\nabla^2)g=\delta(\mathbf R).$$

For $\mathrm{Im}\,z>0$ the decaying solution is $g=-\frac{i}{4v^2}H_0(zR/v)$, where $H_n$ is the first Hankel function. Its small-$R$ form, $\ln R/(2\pi v^2)$, has the required delta source. From $H_0'=-H_1$ and $(\hat{\mathbf R}\times\boldsymbol\sigma)_z=\boldsymbol\sigma\cdot\mathbf t\equiv\sigma_t$,

$$G(\pm\mathbf R,z)=A\pm B\sigma_t,\qquad A=-\frac{iz}{4v^2}H_0,\qquad B=\frac{z}{4v^2}H_1 .$$

*Spin trace.* The products needed are

- $\mathrm{Tr}[\mathbf S_1\!\cdot\!\boldsymbol\sigma\,\mathbf S_2\!\cdot\!\boldsymbol\sigma\,\sigma_t]=2i\,\mathbf t\cdot(\mathbf S_1\times\mathbf S_2)$;
- $\mathrm{Tr}[\mathbf S_1\!\cdot\!\boldsymbol\sigma\,\sigma_t\,\mathbf S_2\!\cdot\!\boldsymbol\sigma]=-2i\,\mathbf t\cdot(\mathbf S_1\times\mathbf S_2)$;
- $\sigma_t\,\mathbf S_2\!\cdot\!\boldsymbol\sigma\,\sigma_t=2(\mathbf S_2\!\cdot\!\mathbf t)\sigma_t-\mathbf S_2\!\cdot\!\boldsymbol\sigma$.

The first enters with $-AB$, the second with $+AB$, and the third with $-B^2$. The trace is therefore

$$2(A^2+B^2)\mathbf S_1\!\cdot\!\mathbf S_2-4B^2(\mathbf S_1\!\cdot\!\mathbf t)(\mathbf S_2\!\cdot\!\mathbf t)-4iAB\,\mathbf t\cdot(\mathbf S_1\times\mathbf S_2).$$

For components in the plane of $\hat{\mathbf R}$ and $\hat{\mathbf z}$ the symmetric coefficient is $2(A^2+B^2)$; along $\mathbf t$ it is $2(A^2-B^2)$. Hence

$$\frac{E}{E_0}=c_p\big[\mathbf S_1\!\cdot\!\mathbf S_2-(\mathbf S_1\!\cdot\!\mathbf t)(\mathbf S_2\!\cdot\!\mathbf t)\big]+c_t(\mathbf S_1\!\cdot\!\mathbf t)(\mathbf S_2\!\cdot\!\mathbf t)+d\,\mathbf t\cdot(\mathbf S_1\times\mathbf S_2).$$

The last term is the Dzyaloshinskii-Moriya (DM) coupling. Now put $z=vx/R$, so that $z^2dz=(v/R)^3x^2dx$. With $A^2=-z^2H_0^2/16v^4$, $B^2=z^2H_1^2/16v^4$ and $-4iAB=-z^2H_0H_1/4v^4$,

$$c_p=4\,\mathrm{Im}\!\int_{-\infty}^{\zeta}\!x^2(H_0^2-H_1^2)dx,\quad c_t=4\,\mathrm{Im}\!\int_{-\infty}^{\zeta}\!x^2(H_0^2+H_1^2)dx,\quad d=8\,\mathrm{Im}\!\int_{-\infty}^{\zeta}\!x^2H_0H_1dx,$$

where $x$ runs just above the real axis.

## (b) Chemical potential at the node

**Evaluate the three coefficients for $\mu=0$.**

In the upper half plane the integrands decay as $e^{2ix}$, so the path from $-\infty$ to 0 may be turned into the path from $i\infty$ to 0. With $x=iy$,

$$\int_{-\infty}^0f(x)\,dx=-i\int_0^\infty f(iy)\,dy,\qquad H_0(iy)=-\frac{2i}{\pi}K_0(y),\quad H_1(iy)=-\frac2\pi K_1(y).$$

The imaginary part is thus $-\mathrm{Re}\int f(iy)\,dy$, and since $x^2=-y^2$,

$$c_p=-\frac{16}{\pi^2}\int_0^\infty y^2(K_0^2+K_1^2)dy,\qquad c_t=-\frac{16}{\pi^2}\int_0^\infty y^2(K_0^2-K_1^2)dy .$$

Both integrals follow from the cosine transform $\int_0^\infty K_0(y)\cos(y\tau)dy=\frac\pi2(1+\tau^2)^{-1/2}$. Its derivative with respect to $\tau$ gives the sine transform of $yK_0$, namely $\frac\pi2\tau(1+\tau^2)^{-3/2}$. Using $K_1=-K_0'$ and one integration by parts, the cosine transform of $yK_1$ is

$$\frac\pi2\left[\frac1{(1+\tau^2)^{1/2}}-\frac{\tau^2}{(1+\tau^2)^{3/2}}\right]=\frac\pi2\frac1{(1+\tau^2)^{3/2}} .$$

Parseval's theorem, with its factor $2/\pi$, then yields

$$\int_0^\infty y^2K_0^2dy=\frac\pi2\int_0^\infty\frac{\tau^2d\tau}{(1+\tau^2)^3}=\frac{\pi^2}{32},\qquad \int_0^\infty y^2K_1^2dy=\frac\pi2\int_0^\infty\frac{d\tau}{(1+\tau^2)^3}=\frac{3\pi^2}{32}.$$

In the DM integral $f(iy)=-y^2(4i/\pi^2)K_0K_1$ is imaginary and has no real part. Therefore

$$c_p=-2,\qquad c_t=1,\qquad d=0\qquad(\mu=0).$$

Every nonzero coupling falls as $1/R^3$, through $E_0$, because the node supplies no length other than $R$. The coupling is ferromagnetic for components along $\hat{\mathbf R}$ and $\hat{\mathbf z}$, and antiferromagnetic, with half the strength, along $\mathbf t$.

## (c) The DM coupling at finite doping

**Find $d$ for electron and for hole doping.**

For $\zeta>0$ add the integral from 0 to $\zeta$ to the node value. Define, at real positive $x$,

$$p=J_0Y_0,\qquad q=J_1Y_1,\qquad r=J_0Y_1+J_1Y_0 .$$

Since $H_n=J_n+iY_n$, $\mathrm{Im}\,H_0H_1=r$. The rules $(xJ_1)'=xJ_0$ and $(xY_1)'=xY_0$ give

$$(x^2J_1Y_1)'=x^2(J_0Y_1+J_1Y_0)=x^2r .$$

At small $x$, $J_1Y_1\to-1/\pi$, so the lower limit contributes nothing, and

$$d=8\zeta^2J_1(\zeta)Y_1(\zeta)\qquad(\zeta>0).$$

For holes, the continuation just above the negative axis is $H_0(-x)=-H_0(x)^*$ and $H_1(-x)=H_1(x)^*$. Hence $H_0H_1\to-(H_0H_1)^*$, whose imaginary part is unchanged. Lowering $\mu$ removes the interval from $-|\zeta|$ to 0, so $d$ changes sign: $d(-\zeta)=-d(\zeta)$.

For $k_FR\ll1$, $d\to-8\zeta^2/\pi$ on the electron side. The DM energy coefficient is then $-\lambda^2k_F^2/(4\pi^2vR)$. At larger distance it changes sign at each zero of $J_1$ or $Y_1$.

## (d) The symmetric couplings at finite doping

**Reduce $c_p$ and $c_t$ to Bessel functions and a single integral.**

Since $\mathrm{Im}\,H_0^2=2p$ and $\mathrm{Im}\,H_1^2=2q$, for $\zeta>0$

$$c_p=-2+8\int_0^\zeta x^2(p-q)dx,\qquad c_t=1+8\int_0^\zeta x^2(p+q)dx .$$

From $J_0'=-J_1$ and $J_1'=J_0-J_1/x$, and the same rules for $Y_n$,

$$p'=-r,\qquad q'=r-\frac{2q}{x},\qquad r'=2(p-q)-\frac rx .$$

The last relation gives $(x^2r)'=xr+2x^2(p-q)$. The first gives $xr=-xp'=p-(xp)'$. Write $Q=\int_0^\zeta J_0Y_0\,dx$. Because $x^2r$ and $xp$ vanish at $x=0$,

$$\int_0^\zeta x^2(p-q)dx=\tfrac12(\zeta^2r+\zeta p-Q).$$

For the other integral, $[x^3(p+q)]'=3x^2(p+q)-2x^2q=3x^2p+x^2q$. Also $p+q=\frac12(3p+q)-\frac12(p-q)$, so

$$\int_0^\zeta x^2(p+q)dx=\tfrac12\zeta^3(p+q)-\tfrac14(\zeta^2r+\zeta p-Q).$$

Collecting terms,

$$W=\tfrac12+Q-\zeta p-\zeta^2r,\qquad c_p=-4W,\qquad c_t=2W+4\zeta^3(p+q).$$

At $\zeta=0$, $W=\frac12$ returns the node values. For holes the squares in (a) become complex conjugates. Their imaginary parts change sign, which cancels the sign from removing an interval, so $c_p$ and $c_t$ depend on $|\zeta|$.

An independent evaluation sums second-order perturbation theory numerically over occupied and empty eigenspinors, without Hankel functions. For $\zeta=0,\ 0.7,\ \pm1.5,\ 4$ and $9$, with $\mathbf R$ at 0.4 rad to the $x$ axis, all nine tensor components agree with these formulas within $5.3\times10^{-13}E_0$.

## (e) Large distance

**Find the leading form of each coefficient for electron doping and $k_FR\gg1$, and explain any difference in their decay.**

The path in (a) may start at $\zeta+i\infty$ instead of $i\infty$. It then stays at large $|x|$, and the endpoint controls the integral: $\int^\zeta f(x)e^{2ix}dx\simeq f(\zeta)e^{2i\zeta}/(2i)$ for slowly varying $f$. The Hankel expansions give

$$H_0^2\simeq-\frac{2i}{\pi x}e^{2ix}\Big(1-\frac{i}{4x}\Big),\quad H_1^2\simeq\frac{2i}{\pi x}e^{2ix}\Big(1+\frac{3i}{4x}\Big),\quad H_0H_1\simeq-\frac{2}{\pi x}e^{2ix}.$$

In $H_0^2-H_1^2$ the leading terms add to $-4ie^{2ix}/(\pi x)$. In $H_0^2+H_1^2$ they cancel and leave $-2e^{2ix}/(\pi x^2)$. Thus

$$c_p\simeq-\frac{8\zeta}{\pi}\sin2\zeta,\qquad d\simeq\frac{8\zeta}{\pi}\cos2\zeta,\qquad c_t\simeq\frac4\pi\cos2\zeta .$$

After multiplication by $E_0$, at fixed $k_F$, the first two decay as $1/R^2$ and the last as $1/R^3$.

The oscillation at $2k_F$ comes from an electron that travels along $\hat{\mathbf R}$ and is scattered back. For $\mathbf k$ along $\pm\hat{\mathbf R}$ the Hamiltonian is $\pm vk\sigma_t$, so the two Fermi-level states have opposite spin along $\mathbf t$. An impurity spin along $\mathbf t$ conserves $\sigma_t$ and cannot connect them. Impurity spins in the $\hat{\mathbf R}$–$\hat{\mathbf z}$ plane can.

## (f) Ground state and numbers

**Find the lowest-energy arrangement of the two spins. Evaluate it for $\hbar v=3$ eV Å, $\lambda=10$ eV Å$^2$, $\mu=0.15$ eV and $R=30$ Å, and compare with the node.**

Let both spins lie in the $\hat{\mathbf R}$–$\hat{\mathbf z}$ plane, and let $\varphi$ be the rotation about $\mathbf t$ that takes $\mathbf S_1$ into $\mathbf S_2$. Then $\mathbf S_1\cdot\mathbf S_2=\cos\varphi$ and $\mathbf t\cdot(\mathbf S_1\times\mathbf S_2)=\sin\varphi$, so

$$\frac{E}{E_0}=c_p\cos\varphi+d\sin\varphi\ \ge\ -\sqrt{c_p^2+d^2}.$$

The minimum is at $(\cos\varphi,\sin\varphi)=-(c_p,d)/\sqrt{c_p^2+d^2}$. If the spins also have components along $\mathbf t$, the energy is bounded below by $-\sqrt{c_p^2+d^2}\,ab-|c_t|\sqrt{1-a^2}\sqrt{1-b^2}$, where $a,b$ are their in-plane lengths. By the Cauchy inequality this is never below the lower of $-\sqrt{c_p^2+d^2}$ and $-|c_t|$. The planar state therefore wins whenever $\sqrt{c_p^2+d^2}>|c_t|$.

For the given numbers,

$$k_F=\frac{0.15}{3}=0.05\ \text{Å}^{-1},\quad \zeta=1.5,\quad E_0=\frac{10^2}{32\pi\cdot3\cdot30^3}=1.228\times10^{-5}\ \text{eV}.$$

At the node the lowest energy is $-2E_0=-2.46\times10^{-5}$ eV, with parallel spins in any direction of the $\hat{\mathbf R}$–$\hat{\mathbf z}$ plane. At $\mu=0.15$ eV and the same $R$,

$$c_p=1.379,\qquad c_t=-1.152,\qquad d=-4.141 .$$

Both symmetric couplings have reversed sign, and the DM term is the largest. The minimum is

$$-\sqrt{1.379^2+4.141^2}\,E_0=-4.364\,E_0=-5.36\times10^{-5}\ \text{eV},$$

or $-0.62$ K after division by Boltzmann's constant. The spins are turned by $\varphi=108^\circ$. At fixed $\mu$ the coefficients vary with distance as follows.

| $R$ (Å) | $c_p$ | $c_t$ | $d$ |
|---|---|---|---|
| 30 | 1.379 | −1.152 | −4.141 |
| 40 | 5.091 | −0.864 | −1.975 |
| 50 | 5.535 | 0.260 | 3.627 |
| 60 | 0.286 | 1.162 | 7.926 |
| 80 | −9.781 | −0.115 | −3.364 |
| 100 | 8.524 | −1.085 | −9.687 |

The first zeros of $d$ lie at 43.9, 76.6 and 108.6 Å. At 60 Å the symmetric planar coupling nearly vanishes, and the DM term alone almost fixes a right angle between the spins, with the opposite sense of rotation to that at 30 Å.

## (g) What protects the zero at the node

**Show which symmetry forbids the DM coupling at $\mu=0$. Then add a band curvature $Ck^2$ to $H$, keep $\mu$ at the node, and find $d$ to first order in $C$.**

The spatial symmetry of the surface allows a DM term, since one appears on doping. One sufficient relation is the chiral symmetry $\sigma_zH\sigma_z=-H$. It gives $\sigma_zG(\mathbf R,i\omega)\sigma_z=-G(\mathbf R,-i\omega)$, so $A$ is odd in $\omega$ and $B$ is even. Hermiticity, $G(\mathbf R,z)^\dagger=G(-\mathbf R,z^*)$, gives $A(i\omega)^*=A(-i\omega)$ and $B(i\omega)^*=-B(-i\omega)$. Both are then imaginary, $AB$ is real, and $-4iAB$ has no real part to contribute on the rotated path.

The chiral symmetry is sufficient but not necessary. Any $H$ with $H(-\mathbf k)=-H(\mathbf k)$ has $G(\mathbf R,i\omega)=-G(-\mathbf R,-i\omega)$. The integral over both signs of $\omega$ is then unchanged when $\mathbf S_1$ and $\mathbf S_2$ are exchanged, and no DM term survives. Hexagonal warping, a term $wk^3\cos3\theta_k\,\sigma_z$, breaks the chiral symmetry but is odd in $\mathbf k$, so it leaves the zero intact. Curvature breaks both relations. The term $Ck^2$ is the start of an expansion at small $k$. Taken literally it would make a band cross the node energy again at $k=v/|C|$, but that crossing lies outside the range of the expansion and is left out. To first order, with $k^2=H^2/v^2$ and $HG=GH=zG-1$,

$$\delta G=\frac{C}{v^2}GH^2G=\frac C{v^2}(zG-1)^2=\frac C{v^2}(z^2G^2-2zG+1).$$

The constant is a delta function at $\mathbf R=0$ and drops out. Since $G^2=-\partial_zG$, what remains is $\delta G=-(C/v^2)\,\partial_z(z^2G)$. This applies to $A$ and $B$ separately, so

$$\delta(AB)=-\frac C{v^2}\big[\partial_z(z^2AB)+2zAB\big].$$

The total derivative integrates to zero. Inserting $-4iAB=-z^2H_0H_1/4v^4$ in the second term gives $-4i\,\delta(AB)\to(C/2v^6)z^3H_0H_1$. Multiplying by $-1/\pi$ from the energy formula, by $(v/R)^4$ from $z^3dz$, and by $32\pi vR^3$ to express the result in $E_0/\lambda^2$,

$$d=-\frac{16C}{vR}\,\mathrm{Im}\int_{i\infty}^0x^3H_0H_1dx=\frac{64C}{\pi^2vR}\int_0^\infty y^3K_0K_1dy .$$

With $K_1=-K_0'$, integration by parts turns the last integral into $\frac32\int y^2K_0^2dy=3\pi^2/64$. Hence

$$d=\frac{3C}{vR}\qquad(\mu=0,\ |C|\ll vR).$$

This DM energy falls as $1/R^4$, one power faster than the symmetric couplings.

## (h) Limits of the model

**Judge the neglected effects for the example in (f).**

The parameters are round values in the rough range of topological-insulator surfaces; no particular compound is meant. The estimates below use further rough inputs and are sizes, not computed corrections to the energy.

- **Band shape.** For $C=5$ eV Å$^2$ the node acquires $d=0.167$, against $c_p=-2$. At the Fermi level curvature is a fraction $Ck_F/\hbar v=0.083$ of the linear term. Hexagonal warping $wk^3\cos3\theta_k\,\sigma_z$ with $w=100$ eV Å$^3$ has the same relative size there, but it acts differently. To first order it adds to $G$ a $\sigma_z$ part odd in $\mathbf R$ and proportional to $\cos3\theta_R$. This leaves $c_p$, $c_t$ and $d$ unchanged at that order and creates terms absent from (a): a symmetric coupling between the $\mathbf t$ and $\hat{\mathbf z}$ components and, on doping, a DM term along $\hat{\mathbf z}$. For $\mathbf R$ along $x$ the first has size $525w/(16\hbar vR^2)=1.2$ at the node, and the second is about 1.3 at $\zeta=1.5$, both in units of $E_0$. The planar ground state of (f) therefore need not survive warping.
- **Bulk bands.** The virtual energy $\hbar v/R=0.10$ eV is below an assumed bulk edge at 0.30 eV, but not far below. The linear surface band alone is therefore not a safe basis for the small coefficient $c_p$ at 30 Å.
- **Higher orders in $\lambda$.** Repeated scattering at one impurity is governed by $\lambda|G(0,\mu)|=0.044$, with the momentum integral cut off at the bulk edge.
- **Disorder.** A mean free path of 300 Å damps the $2k_F$ oscillation of the disorder-averaged coupling at large distance by about $e^{-R/300\,\text{Å}}$. At 30 Å this factor is 0.905, which indicates only the size of the effect.
- **Temperature.** At 4 K thermal smearing of the Fermi level changes $d$ by a relative $-7\times10^{-5}$. The lowest energy is, however, only 0.16 of the thermal energy in size, so this isolated pair would not be locked at its preferred angle.

A term that is a tenth of $H$ can change a coupling by much more than a tenth. To first order in $C$ and at fixed $\mu$, the curvature lowers $k_F$ by the fraction 0.083, so $\zeta$ falls by about 0.12. At $\zeta=1.5$ the slope is $dc_p/d\zeta=8\zeta^2(p-q)\approx7.7$, and this shift alone changes $c_p$ by about $-1$, most of its value 1.379. This shift is the total-derivative term of (g). The second term of (g) is of the same order and adds $-(16C/vR)\int_0^\zeta x^3(p-q)dx\approx-0.46$, so the full first-order change is about $-1.4$, as large as $c_p$ itself. Terms of higher order in $C$ restore part of it: with $C$ kept to all orders on the low-momentum branch, $c_p\approx0.3$ and $\varphi\approx95^\circ$, a change of more than ten degrees. A curvature three times larger gives $c_p\approx-0.6$ and $\varphi\approx76^\circ$, so curvature alone can reverse the sign. The sign of $c_p$ and the canting angle in (f) are therefore results of the linear model, not predictions for a real surface. Disorder can also shift the angle, because at $k_FR$ of order one it need not reduce all couplings by the same factor. The figures of (f) and the size ratios listed above are in the numerical output.

## Table of computed values

```
largest tensor error, units of E0: 5.3e-13
hbar v = 3.0 eV A
exchange strength lam = 10.0 eV A^2
Fermi energy mu = 0.15 eV
distance R = 30.0 A
kF = 0.0500 1/A
zeta = kF R = 1.500
E0 = 1.228e-05 eV = 0.1425 K
node, R-z plane: c_p E0 = -2.456e-05 eV
node, along t: c_t E0 = 1.228e-05 eV
doped c_p, c_t, d = 1.3788, -1.1523, -4.1408
doped c_p E0 = 1.693e-05 eV
doped c_t E0 = -1.415e-05 eV
doped d E0 = -5.085e-05 eV = -0.5901 K
lowest energy / E0 = -4.3643
lowest energy = -5.360e-05 eV = -0.6219 K
angle from S1 to S2 about t = 108.42 deg
R (A), zeta, c_p, c_t, d, d E0 (eV):
  30  1.50    1.379  -1.152   -4.141  -5.09e-05
  40  2.00    5.091  -0.864   -1.975  -1.02e-05
  50  2.50    5.535   0.260    3.627   9.62e-06
  60  3.00    0.286   1.162    7.926   1.22e-05
  80  4.00   -9.781  -0.115   -3.364  -2.18e-06
 100  5.00    8.524  -1.085   -9.687  -3.21e-06
zeros of d at zeta = 2.1971 3.8317 5.4297
zeros of d at R (A) = 43.94 76.63 108.59
rough curvature C = 5.0 eV A^2
node d from curvature, 3C/(hv R) = 0.167
curvature at kF, C kF/hv = 0.083
rough warping = 100 eV A^3
warping at kF, relative = 0.083
warping at 1/R, relative = 0.037
rough bulk band edge = 0.30 eV
virtual energy hv/R = 0.100 eV
repeated scattering, lam |G(0,mu)| = 0.044
temperature = 4.0 K
relative thermal change of d = -7.2e-05
|lowest energy| / kT = 0.1555
rough mean free path = 300 A
disorder factor exp(-R/path) = 0.905
```
